# Midgap tunneling decay: Franz's two-band dispersion against a single parabolic band: test program

```python
"""
Result under test: in a symmetric two-band insulator (Franz dispersion)
    kappa_F^2 = (2 m / hbar^2) (Ec - E)(E - Ev) / gap,
the midgap decay constant is 1/sqrt(2) of the single-parabolic-band value
    kappa_P^2 = 2 m (Ec - E) / hbar^2   with the same band-edge mass m.
Symbols: gap = Ec - Ev; energies E are measured from midgap; phi = Ec - E;
hv = hbar times the interband velocity; kappa = amplitude decay constant;
d = barrier thickness; T = transmission. Units: eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

FREE = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # e^2/4 pi eps0, eV nm
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SZ = np.diag([1.0, -1.0]).astype(complex)

# Rough typical inputs for an MgO tunnel junction
gap, mass, d = 7.8, 0.4, 1.5
bias, offset, temperature, eps_r = 0.5, 1.0, 300.0, 3.0
edge = FREE / mass                  # hbar^2/2m
hv = np.sqrt(gap * edge)            # follows from m = gap/(2 v^2)


def generator(E):
    """Matrix A in psi' = A psi for the two-band Hamiltonian."""
    return 1j / hv * SX @ (E * np.eye(2) - gap / 2 * SZ)


def kappa_two_band(E):
    return np.max(np.linalg.eigvals(generator(E)).real)


def kappa_parabolic(E):
    return np.sqrt((gap / 2 - E) / edge)


# Band-edge masses from diagonalization
k_small = 0.01
bands = np.linalg.eigvalsh(gap / 2 * SZ + hv * k_small * SX)
m_cond = FREE * k_small**2 / (bands[1] - gap / 2)
m_val = FREE * k_small**2 / (-gap / 2 - bands[0])
assert abs(m_cond / mass - 1) < 1e-5 and abs(m_val / mass - 1) < 1e-5

print("INPUTS (rough typical values)")
print(f"gap = {gap:.1f} eV, mass = {mass:.2f} m0, thickness = {d:.1f} nm")
print(f"hbar^2/2m0 = {FREE:.5f} eV nm^2, hbar*v = {hv:.4f} eV nm")
print(f"diagonalized edge masses: {m_cond:.4f} and {m_val:.4f} m0")

# Franz form and ratio across the gap
print("DECAY CONSTANTS: phi (eV), Franz (1/nm), parabolic (1/nm), ratio")
for phi in (0.1, 1.0, 2.0, gap / 2, 6.0):
    E = gap / 2 - phi
    kf, kp = kappa_two_band(E), kappa_parabolic(E)
    franz = np.sqrt(phi * (gap - phi) / (gap * edge))
    assert abs(kf / franz - 1) < 1e-9
    assert abs(kf / kp - np.sqrt(1 - phi / gap)) < 1e-9
    print(f"  {phi:.1f}  {kf:.3f}  {kp:.3f}  {kf / kp:.4f}")
kF, kP = kappa_two_band(0.0), kappa_parabolic(0.0)
assert abs(kP / kF - np.sqrt(2)) < 1e-9
assert kF > kappa_two_band(0.1) and kF > kappa_two_band(-0.1)
print(f"midgap: Franz {kF:.3f} /nm, parabolic {kP:.3f} /nm")
print(f"midgap parabolic/Franz = {kP / kF:.5f}, sqrt(2) = {np.sqrt(2):.5f}")


# Transmission from transfer matrices
def transmission(A, right, left, thickness):
    M = expm(A * thickness)
    t, _ = np.linalg.solve(np.column_stack([right, -M @ left]), M @ right)
    return abs(t)**2


two_band = (generator(0.0), np.array([1, 1 + 0j]), np.array([1, -1 + 0j]))
k_lead = np.sqrt(gap / 2 / edge)    # lead kinetic energy equal to phi
one_band = (np.array([[0, 1], [gap / 2 / edge, 0]], dtype=complex),
            np.array([1, 1j * k_lead]), np.array([1, -1j * k_lead]))
T = []
for system, kappa in ((two_band, kF), (one_band, kP)):
    T1, T2 = transmission(*system, d), transmission(*system, d + 0.3)
    assert abs(np.log(T1 / T2) / 0.3 / (2 * kappa) - 1) < 1e-4
    assert abs(T1 * np.cosh(kappa * d)**2 - 1) < 1e-4
    T.append(T1)
gain = np.exp(2 * (kP - kF) * d)
assert abs(T[0] / T[1] / gain - 1) < 1e-4
print("TRANSMISSION at midgap, matched leads")
print(f"exponent 2*kappa*d: Franz {2*kF*d:.2f}, parabolic {2*kP*d:.2f}")
print(f"T: Franz {T[0]:.3e}, parabolic {T[1]:.3e}")
print(f"T ratio = {T[0] / T[1]:.1f}, exp of exponent difference = {gain:.1f}")


# Cosine crystal: -psi'' + 2 V cos(2x) psi = E psi, period pi
def half_trace(E, V):
    def rhs(x, y):
        w = 2 * V * np.cos(2 * x) - E
        return [y[1], w * y[0], y[3], w * y[2]]
    y = solve_ivp(rhs, (0, np.pi), [1, 0, 0, 1], method="DOP853",
                  rtol=1e-12, atol=1e-13).y[:, -1]
    return (y[0] + y[3]) / 2


print("COSINE CRYSTAL: gap/zone-boundary energy, parabolic/true kappa at")
print("midgap using conduction-edge mass, then valence-edge mass")
deviations = []
for V in (0.4, 0.1, 0.02):
    def at_edge(E):
        return half_trace(E, V) + 1
    top = brentq(at_edge, 1, 1 + 2 * V, xtol=1e-12)
    bottom = brentq(at_edge, 1 - 2 * V, 1, xtol=1e-12)
    true_kappa = np.arccosh(-half_trace((top + bottom) / 2, V)) / np.pi
    ratios = []
    for E_edge in (top, bottom):
        h = 1e-3 * V
        slope = (half_trace(E_edge + h, V) - half_trace(E_edge - h, V)) / (2*h)
        inverse_mass = np.pi**2 / (2 * abs(slope))    # |dE/dq^2| at the edge
        ratios.append(np.sqrt((top - bottom) / 2 / inverse_mass) / true_kappa)
    assert ratios[0] < np.sqrt(2) < ratios[1]
    deviations.append(max(abs(r / np.sqrt(2) - 1) for r in ratios))
    print(f"  {top - bottom:.4f}  {ratios[0]:.4f}  {ratios[1]:.4f}")
assert deviations[0] > deviations[1] > deviations[2] and deviations[2] < 0.01

print("NEGLECTED EFFECTS")
# Free-electron kinetic term, conduction-edge mass held fixed
p2 = gap * (edge - FREE)
k_free = np.sqrt(max(np.roots([FREE**2, p2, -gap**2 / 4]).real))


def H_free(k):
    return gap / 2 * SZ + np.sqrt(p2) * k * SX + FREE * k**2 * np.eye(2)


assert abs(np.linalg.det(H_free(1j * k_free))) < 1e-9
low, high = np.linalg.eigvalsh(H_free(k_small))
assert abs(FREE * k_small**2 / (high - gap / 2) / mass - 1) < 1e-4
heavy = FREE * k_small**2 / (-gap / 2 - low)
print(f"free-electron term: valence mass {heavy:.2f} m0, kappa {k_free:.3f} /nm")
print(f"  kappa/parabolic = {k_free / kP:.3f}, exponent {2 * k_free * d:.2f}")

off_F, off_P = kappa_two_band(offset), kappa_parabolic(offset)
print(f"Fermi level {offset:.1f} eV above midgap: Franz {off_F:.3f} /nm,")
print(f"  parabolic {off_P:.3f} /nm, ratio {off_F / off_P:.3f}")

# Emitter Fermi-level electron: offset from local midgap grows from 0 to bias
bias_F = 2 * d * quad(lambda s: kappa_two_band(bias * s), 0, 1)[0]
bias_P = 2 * d * quad(lambda s: kappa_parabolic(bias * s), 0, 1)[0]
print(f"bias {bias:.1f} V: field {bias / d * 10:.2f} MV/cm, exponent change")
print(f"  Franz {bias_F - 2*kF*d:.3f}, parabolic {bias_P - 2*kP*d:.3f}")

# Image energy at the centre: alternating images at distances n d, both sides
n = np.arange(1, 20001)
partial = np.cumsum((-1.0)**n / n)
image = -COULOMB / (eps_r * d) * (partial[-1] + partial[-2]) / 2
assert abs(image / (COULOMB * np.log(2) / (eps_r * d)) - 1) < 1e-6
k_image = (gap - 2 * image) / (2 * hv)
print(f"image shift of each edge at centre (eps_r {eps_r:.1f}): {image:.3f} eV")
print(f"  Franz kappa {k_image:.3f} /nm, exponent {2 * k_image * d:.2f}")


# Sum over transverse momentum, isotropic bands
def transverse_sum(kappa):
    return quad(lambda k: k * np.exp(-2 * d * (np.hypot(kappa, k) - kappa)),
                0, 40)[0]


transverse = transverse_sum(kF) / transverse_sum(kP)
print(f"transverse sum multiplies the T ratio by {transverse:.3f}")

kT = const.k * temperature / const.e
heat_F = 2 * d * (kappa_two_band(kT) - kF)
heat_P = 2 * d * (kappa_parabolic(kT) - kP)
print(f"thermal energy at {temperature:.0f} K = {kT:.4f} eV, exponent change")
print(f"  Franz {heat_F:.5f}, parabolic {heat_P:.4f}")
print("PASS")
```

Output:

```
INPUTS (rough typical values)
gap = 7.8 eV, mass = 0.40 m0, thickness = 1.5 nm
hbar^2/2m0 = 0.03810 eV nm^2, hbar*v = 0.8619 eV nm
diagonalized edge masses: 0.4000 and 0.4000 m0
DECAY CONSTANTS: phi (eV), Franz (1/nm), parabolic (1/nm), ratio
  0.1  1.018  1.025  0.9936
  1.0  3.025  3.240  0.9337
  2.0  3.951  4.582  0.8623
  3.9  4.525  6.399  0.7071
  6.0  3.813  7.937  0.4804
midgap: Franz 4.525 /nm, parabolic 6.399 /nm
midgap parabolic/Franz = 1.41421, sqrt(2) = 1.41421
TRANSMISSION at midgap, matched leads
exponent 2*kappa*d: Franz 13.57, parabolic 19.20
T: Franz 5.093e-06, parabolic 1.841e-08
T ratio = 276.6, exp of exponent difference = 276.6
COSINE CRYSTAL: gap/zone-boundary energy, parabolic/true kappa at
midgap using conduction-edge mass, then valence-edge mass
  0.7980  1.2990  1.5852
  0.2000  1.3806  1.4514
  0.0400  1.4072  1.4214
NEGLECTED EFFECTS
free-electron term: valence mass 2.00 m0, kappa 5.567 /nm
  kappa/parabolic = 0.870, exponent 16.70
Fermi level 1.0 eV above midgap: Franz 4.373 /nm,
  parabolic 5.518 /nm, ratio 0.793
bias 0.5 V: field 3.33 MV/cm, exponent change
  Franz -0.037, parabolic -0.629
image shift of each edge at centre (eps_r 3.0): 0.222 eV
  Franz kappa 4.267 /nm, exponent 12.80
transverse sum multiplies the T ratio by 0.722
thermal energy at 300 K = 0.0259 eV, exponent change
  Franz -0.00030, parabolic -0.0637
PASS
```
